# Coupled plasmon–phonon modes and their zero-point shift in a doped semiconductor: test program

```python
"""Coupled plasmon / LO-phonon modes of a doped polar semiconductor (q -> 0).

Result under test, with all frequencies expressed as energies hbar*omega in meV:
  w_pm^2 = [wL^2 + wp^2 +- sqrt((wL^2 + wp^2)^2 - 4 wp^2 wT^2)] / 2
  shift  = [sqrt(wL^2 + wp^2 + 2 wp wT) - wL - wp] / 2    (per wavevector)
wT, wL : transverse and longitudinal optical phonon, wL^2 = wT^2 eps_s/eps_inf
wp     : plasmon screened by eps_inf, wp^2 = n e^2 / (eps0 eps_inf m)
The shift is measured from an uncoupled LO phonon plus an uncoupled plasmon.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

MEV = 1e-3 * const.e                    # joule per meV
wT = 30.0                               # meV
eps_inf, eps_s = 9.0, 16.0
mass_ratio = 0.1
mass = mass_ratio * const.m_e
wL = wT * np.sqrt(eps_s / eps_inf)


def plasmon(n_cm3):
    """Screened plasmon energy in meV."""
    n = n_cm3 * 1e6
    omega = np.sqrt(n * const.e**2 / (const.epsilon_0 * eps_inf * mass))
    return const.hbar * omega / MEV


def density(wp):
    """Carrier density in cm^-3 that gives the plasmon energy wp (meV)."""
    omega = wp * MEV / const.hbar
    return omega**2 * const.epsilon_0 * eps_inf * mass / const.e**2 / 1e6


def closed_modes(wp):
    total = wL**2 + wp**2
    root = np.sqrt(total**2 - 4 * wp**2 * wT**2)
    return np.sqrt((total - root) / 2), np.sqrt((total + root) / 2)


def closed_shift(wp):
    return 0.5 * (np.sqrt(wL**2 + wp**2 + 2 * wp * wT) - wL - wp)


def motion_matrix(n_cm3):
    """Minus the accelerations caused by unit displacements, in meV^2.

    Mass-weighted ion and carrier displacements feel the longitudinal field,
    which is fixed by a vanishing electric displacement."""
    omega_t = wT * MEV / const.hbar
    ion = np.sqrt(const.epsilon_0 * (eps_s - eps_inf)) * omega_t
    carrier = const.e * np.sqrt(n_cm3 * 1e6 / mass)
    columns = []
    for q_ion, q_car in ((1.0, 0.0), (0.0, 1.0)):
        polarization = ion * q_ion - carrier * q_car
        field = -polarization / (const.epsilon_0 * eps_inf)
        acc_ion = -omega_t**2 * q_ion + ion * field
        acc_car = -carrier * field
        columns.append([-acc_ion, -acc_car])
    return np.array(columns).T * (const.hbar / MEV)**2


def matrix_shift(n_cm3):
    """Zero-point shift from numerical normal modes."""
    matrix = motion_matrix(n_cm3)
    modes = np.sqrt(np.linalg.eigvalsh(matrix))
    return 0.5 * (modes.sum() - np.sqrt(np.diag(matrix)).sum())


def dielectric(w2, wp, lattice=True, carriers=True):
    """Dielectric function of the squared frequency w2 (negative: imaginary)."""
    value = eps_inf
    if lattice:
        value += (eps_s - eps_inf) * wT**2 / (wT**2 - w2)
    if carriers:
        value -= eps_inf * wp**2 / w2
    return value


def quantum_shift(matrix, size=30):
    """Ground-state shift of two coupled quantum oscillators, number basis."""
    w1, w2 = np.sqrt(np.diag(matrix))
    lower = np.diag(np.sqrt(np.arange(1, size)), 1)
    position = lower + lower.T
    number = np.diag(np.arange(size) + 0.5)
    one = np.eye(size)
    coupling = matrix[0, 1] / (2 * np.sqrt(w1 * w2))
    ham = (w1 * np.kron(number, one) + w2 * np.kron(one, number)
           + coupling * np.kron(position, position))
    return np.linalg.eigvalsh(ham)[0] - 0.5 * (w1 + w2)


def integral_shift(wp):
    """Shift from the logarithm of dielectric functions at imaginary frequency."""
    def integrand(t):
        w2 = -(wL * t)**2
        full = dielectric(w2, wp)
        lat = dielectric(w2, wp, carriers=False)
        ele = dielectric(w2, wp, lattice=False)
        return np.log(eps_inf * full / (lat * ele))
    return wL * quad(integrand, 0, np.inf, epsabs=1e-11, limit=300)[0] / (2 * np.pi)


# The undoped dielectric function vanishes at the LO frequency.
lo_root = brentq(lambda w: dielectric(w * w, 0.0, carriers=False),
                 wT * (1 + 1e-9), 10 * wT)
assert abs(lo_root - wL) < 1e-8

densities = [1e17, 3e17, 1e18, 3e18, 1e19]
rows = []
for n in densities:
    wp = plasmon(n)
    low, high = closed_modes(wp)
    matrix = motion_matrix(n)
    values, vectors = np.linalg.eigh(matrix)
    assert np.allclose(np.sqrt(values), [low, high], rtol=1e-10)
    root_low = brentq(lambda w: dielectric(w * w, wp), 1e-3 * wp, wT * (1 - 1e-9))
    root_high = brentq(lambda w: dielectric(w * w, wp), wT * (1 + 1e-9),
                       10 * (wp + wL))
    assert np.allclose([root_low, root_high], [low, high], rtol=1e-8)
    weight = vectors[0, 1]**2
    assert abs(weight - (high**2 - wp**2) / (high**2 - low**2)) < 1e-9
    shift = closed_shift(wp)
    assert abs(quantum_shift(matrix) - shift) < 1e-6
    assert abs(integral_shift(wp) - shift) < 1e-6
    rows.append((n, wp, low, high, weight, shift))

# Forbidden window and monotonic fall of the shift over a wide density scan.
scan = np.logspace(15, 21, 200)
scan_modes = np.array([np.sqrt(np.linalg.eigvalsh(motion_matrix(n))) for n in scan])
assert np.all(scan_modes[:, 0] < wT) and np.all(scan_modes[:, 1] > wL)
scan_shift = np.array([matrix_shift(n) for n in scan])
assert np.all(scan_shift < 0) and np.all(np.diff(scan_shift) < 0)

# Equal mixing where the uncoupled frequencies cross.
n_cross = density(wL)
cross_vectors = np.linalg.eigh(motion_matrix(n_cross))[1]
assert abs(cross_vectors[0, 1]**2 - 0.5) < 1e-8

# Limits; these extreme densities serve only as mathematical checks.
n_tiny, n_huge = 1e12, 1e24
wp_tiny, wp_huge = plasmon(n_tiny), plasmon(n_huge)
ratio_tiny = matrix_shift(n_tiny) / (-0.5 * wp_tiny * (1 - wT / wL))
assert abs(ratio_tiny - 1) < 2e-3       # next term is of relative order wp/wL
low_tiny = np.sqrt(np.linalg.eigvalsh(motion_matrix(n_tiny))[0])
assert abs(low_tiny / (wp_tiny * wT / wL) - 1) < 1e-5
saturation = -0.5 * (wL - wT)
high_limit = saturation + (wL**2 - wT**2) / (4 * wp_huge)
assert abs(matrix_shift(n_huge) - high_limit) < 1e-5
low_huge = np.sqrt(np.linalg.eigvalsh(motion_matrix(n_huge))[0])
assert abs(low_huge - wT) < 1e-4

# Density at which half of the saturation value is reached.
wp_half = (3 * wL + wT) / 4
n_half = density(wp_half)
log_half = brentq(lambda x: matrix_shift(10**x) - saturation / 2, 16, 20)
assert abs(10**log_half / n_half - 1) < 1e-8

# RPA response of a degenerate gas at small q, relative to its q -> 0 form.
n_ref, wp_ref, low_ref, high_ref, weight_ref, shift_ref = rows[2]
k_fermi = (3 * np.pi**2 * n_ref * 1e6)**(1 / 3)
v_fermi = const.hbar * k_fermi / mass
e_fermi = 0.5 * mass * v_fermi**2 / MEV
speed_ratio = 0.1                       # q v_F / omega_minus
q_small = speed_ratio * low_ref * MEV / const.hbar / v_fermi
x, w = q_small / k_fermi, low_ref / e_fermi


def sphere_integrand(z):
    """z is k_parallel/k_F; the prefactor is its distribution in the sphere."""
    gap = x * x + 2 * x * z
    return 0.75 * (1 - z * z) * gap * w * w / (w * w - gap * gap) / x**2


response_ratio = quad(sphere_integrand, -1, 1, epsabs=1e-12)[0]
assert abs(response_ratio - (1 + 0.6 * speed_ratio**2)) < 1e-4  # quartic remainder

print(f"Transverse phonon energy: {wT:.1f} meV")
print(f"eps_inf: {eps_inf:.1f}   eps_s: {eps_s:.1f} (dimensionless)")
print(f"Carrier mass: {mass_ratio:.2f} electron masses")
print(f"Longitudinal phonon energy: {wL:.3f} meV")
print("n (cm^-3) | plasmon, lower, upper (meV) | phonon weight upper | shift (meV)")
for n, wp, low, high, weight, shift in rows:
    print(f"{n:.0e} | {wp:8.3f} {low:8.3f} {high:8.3f} | {weight:.4f} | {shift:.4f}")
print(f"Details at n = {n_ref:.0e} cm^-3:")
print(f"  plasmon energy squared: {wp_ref**2:.2f} meV^2")
print(f"  sum of squared mode energies: {wL**2 + wp_ref**2:.2f} meV^2")
print(f"  product of squared mode energies: {wp_ref**2 * wT**2:.5e} meV^4")
print(f"  difference of squared mode energies: {high_ref**2 - low_ref**2:.2f} meV^2")
print(f"  lower squared: {low_ref**2:.2f} meV^2, upper squared: {high_ref**2:.2f} meV^2")
print(f"  sum of coupled mode energies: {low_ref + high_ref:.4f} meV")
print(f"  sum of uncoupled mode energies: {wL + wp_ref:.4f} meV")
print(f"  shift, closed form: {shift_ref:.6f} meV")
print(f"  shift, quantum diagonalization: {quantum_shift(motion_matrix(n_ref)):.6f} meV")
print(f"  shift, imaginary-frequency integral: {integral_shift(wp_ref):.6f} meV")
print(f"  shift in joule: {shift_ref * MEV:.4e} J")
print(f"  Fermi energy: {e_fermi:.3f} meV, Fermi wavevector: {k_fermi * 1e-9:.4f} nm^-1")
print(f"  q for q v_F / omega_minus = {speed_ratio:.1f}: {q_small * 1e-9:.5f} nm^-1")
print(f"  carrier response at that q / its q->0 form: {response_ratio:.5f}")
print(f"Density where plasmon = LO phonon: {n_cross:.4e} cm^-3")
print(f"Shift there: {closed_shift(wL):.4f} meV")
print(f"Half-saturation plasmon energy: {wp_half:.3f} meV")
print(f"Half-saturation density: {n_half:.4e} cm^-3")
print(f"Saturation shift: {saturation:.4f} meV")
print(f"Low-density check at {n_tiny:.0e} cm^-3, shift / limit law: {ratio_tiny:.5f}")
print(f"High-density check at {n_huge:.0e} cm^-3, shift: {matrix_shift(n_huge):.5f} meV")
print(f"  limit law there: {high_limit:.5f} meV")
print("all assertions hold")
```

Output:

```
Transverse phonon energy: 30.0 meV
eps_inf: 9.0   eps_s: 16.0 (dimensionless)
Carrier mass: 0.10 electron masses
Longitudinal phonon energy: 40.000 meV
n (cm^-3) | plasmon, lower, upper (meV) | phonon weight upper | shift (meV)
1e+17 |   12.378    9.085   40.874 | 0.9555 | -1.2095
3e+17 |   21.439   15.018   42.826 | 0.8545 | -1.7973
1e+18 |   39.141   23.019   51.011 | 0.5164 | -2.5554
3e+18 |   67.795   27.588   73.723 | 0.1795 | -3.2421
1e+19 |  123.776   29.299  126.736 | 0.0488 | -3.8703
Details at n = 1e+18 cm^-3:
  plasmon energy squared: 1532.05 meV^2
  sum of squared mode energies: 3132.05 meV^2
  product of squared mode energies: 1.37884e+06 meV^4
  difference of squared mode energies: 2072.28 meV^2
  lower squared: 529.88 meV^2, upper squared: 2602.16 meV^2
  sum of coupled mode energies: 74.0306 meV
  sum of uncoupled mode energies: 79.1414 meV
  shift, closed form: -2.555387 meV
  shift, quantum diagonalization: -2.555387 meV
  shift, imaginary-frequency integral: -2.555387 meV
  shift in joule: -4.0942e-22 J
  Fermi energy: 36.465 meV, Fermi wavevector: 0.3094 nm^-1
  q for q v_F / omega_minus = 0.1: 0.00976 nm^-1
  carrier response at that q / its q->0 form: 1.00605
Density where plasmon = LO phonon: 1.0444e+18 cm^-3
Shift there: -2.5834 meV
Half-saturation plasmon energy: 37.500 meV
Half-saturation density: 9.1789e+17 cm^-3
Saturation shift: -5.0000 meV
Low-density check at 1e+12 cm^-3, shift / limit law: 0.99914
High-density check at 1e+24 cm^-3, shift: -4.99553 meV
  limit law there: -4.99553 meV
all assertions hold
```
